# Structure weights in H2 and the sign of a Chirgwin-Coulson weight: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Weights of covalent and ionic structures in minimal-basis H2.

Orbitals a, b (overlap s) give the normalized singlet structures
cov ~ ab+ba and ion ~ aa+bb, with overlap sigma = 2s/(1+s^2).
Ground state: Psi = c_cov cov + c_ion ion = C g^2 - D u^2, where g and u
are the bonding and antibonding orbitals. Covalent weights under test:
  Chirgwin-Coulson  1/2 + C D / sqrt(1-sigma^2)
  Lowdin            1/2 + C D
  inverse-overlap   1/2 + C D sqrt(1-sigma^2)/(C^2(1-sigma)+D^2(1+sigma))
The Chirgwin-Coulson ionic weight is negative when 2CD > sqrt(1-sigma^2).
Left side: matrix definitions with atomic-orbital integrals.
Right side: C and D from a separate molecular-orbital full CI.
"""
import numpy as np
from scipy.linalg import eigh, sqrtm
from scipy.optimize import brentq
from scipy.constants import physical_constants, angstrom
from pyscf import gto, ao2mo, fci

STANDARD_ZETA = 1.24   # effective Slater exponent of hydrogen STO-3G
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] / angstrom
GROUPED = np.array([[0, 1, 1, 0], [1, 0, 0, 1]], float).T
SPLIT = np.array([[0, 1, 1, 0], [1, 0, 0, 0], [0, 0, 0, 1]], float).T


def molecule(distance, zeta):
    shell = gto.basis.load("sto-3g", "H")[0]
    factor = (zeta / STANDARD_ZETA) ** 2
    scaled = [[shell[0]] + [[p[0] * factor, p[1]] for p in shell[1:]]]
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                 unit="Bohr", basis={"H": scaled}, verbose=0)


def structure_matrices(mol, structures):
    """H and S of normalized structures; product basis aa, ab, ba, bb."""
    s1 = mol.intor("int1e_ovlp")
    h1 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    repulsion = mol.intor("int2e").reshape(2, 2, 2, 2)
    s2 = np.kron(s1, s1)
    h2 = (np.kron(h1, s1) + np.kron(s1, h1)
          + repulsion.transpose(0, 2, 1, 3).reshape(4, 4)
          + mol.energy_nuc() * s2)
    norms = np.sqrt(np.diag(structures.T @ s2 @ structures))
    v = structures / norms
    return v.T @ h2 @ v, v.T @ s2 @ v


def weights(S, c):
    cc = c * (S @ c)
    lowdin = (np.real(sqrtm(S)) @ c) ** 2
    lost = c ** 2 / np.diag(np.linalg.inv(S))
    return cc, lowdin, lost / lost.sum(), lost


def solve(distance, zeta, structures=GROUPED):
    mol = molecule(distance, zeta)
    H, S = structure_matrices(mol, structures)
    E, X = eigh(H, S)
    X = X * np.where(X[0] < 0, -1.0, 1.0)
    return mol, H, S, E, X


def orbital_ci(mol):
    """Ground-state energy, C and D from full CI in symmetry orbitals."""
    s = mol.intor("int1e_ovlp")[0, 1]
    mo = np.array([[1 / np.sqrt(2 + 2 * s), 1 / np.sqrt(2 - 2 * s)],
                   [1 / np.sqrt(2 + 2 * s), -1 / np.sqrt(2 - 2 * s)]])
    h = mo.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ mo
    eri = ao2mo.kernel(mol, mo)
    energy, ci = fci.direct_spin1.kernel(h, eri, 2, (1, 1))
    ci = np.asarray(ci).reshape(2, 2)
    ci = ci * np.sign(ci[0, 0])
    return energy + mol.energy_nuc(), ci[0, 0], -ci[1, 1]


def ionic_weight_from_amplitudes(S, C, D):
    """Chirgwin-Coulson ionic weight of C g^2 - D u^2, by definition."""
    # Normalized sum and difference of the structures are g^2 and -u^2.
    g2 = np.array([1.0, 1.0])
    minus_u2 = np.array([1.0, -1.0])
    g2 /= np.sqrt(g2 @ S @ g2)
    minus_u2 /= np.sqrt(minus_u2 @ S @ minus_u2)
    return weights(S, C * g2 + D * minus_u2)[0][1]


R = 1.4
print(f"Bond length: {R:.2f} bohr = {R * BOHR_IN_ANGSTROM:.4f} angstrom")
results = {}
for zeta in (STANDARD_ZETA, 0.7):
    mol, H, S, E, X = solve(R, zeta)
    c = X[:, 0]
    s, sigma = mol.intor("int1e_ovlp")[0, 1], S[0, 1]
    cc, low, inv, lost = weights(S, c)
    e_ci, C, D = orbital_ci(mol)
    root = np.sqrt(1 - sigma ** 2)
    assert C > 0 and D > 0 and abs(C * C + D * D - 1) < 1e-9
    assert abs(e_ci - E[0]) < 1e-8
    assert abs(sigma - 2 * s / (1 + s * s)) < 1e-10
    plus, minus = C / np.sqrt(1 + sigma), D / np.sqrt(1 - sigma)
    predicted_c = np.array([plus + minus, plus - minus]) / np.sqrt(2)
    assert np.allclose(c, predicted_c, atol=1e-6)
    assert abs(cc[0] - (0.5 + C * D / root)) < 1e-6
    assert abs(low[0] - (0.5 + C * D)) < 1e-6
    denominator = C * C * (1 - sigma) + D * D * (1 + sigma)
    assert abs(inv[0] - (0.5 + C * D * root / denominator)) < 1e-6
    for w in (cc, low, inv):
        assert abs(w.sum() - 1) < 1e-9
    # Norm lost when one structure is removed and the other is refitted.
    projection = S @ c
    assert np.allclose(lost, 1 - projection[::-1] ** 2, atol=1e-9)
    cc_excited = weights(S, X[:, 1])[0]
    assert np.allclose(cc + cc_excited, 1, atol=1e-8)
    assert (cc[1] < 0) == (2 * C * D > root)
    results[zeta] = dict(cc=cc, c=c, projection=projection, S=S,
                         excited=cc_excited, energy=E[0], C=C, D=D)
    print(f"--- Slater exponent {zeta:.2f} per bohr ---")
    print(f"Orbital overlap s: {s:.5f}; structure overlap: {sigma:.5f}")
    print(f"H cov-cov, ion-ion: {H[0, 0]:.5f}, {H[1, 1]:.5f} hartree")
    print(f"H cov-ion: {H[0, 1]:.5f} hartree")
    print(f"Energy ground, excited: {E[0]:.5f}, {E[1]:.5f} hartree")
    print(f"Coefficients cov, ion: {c[0]:.5f}, {c[1]:.5f}")
    print(f"Sum of squared coefficients: {c @ c:.5f}")
    print(f"Projections on cov, ion: {projection[0]:.5f}, "
          f"{projection[1]:.5f}")
    print(f"CI amplitudes C, D: {C:.5f}, {D:.5f}")
    print(f"2CD: {2 * C * D:.5f}; sqrt(1-sigma^2): {root:.5f}")
    print(f"Chirgwin-Coulson cov, ion: {cc[0]:.4f}, {cc[1]:.4f}")
    print(f"Lowdin cov, ion: {low[0]:.4f}, {low[1]:.4f}")
    print(f"Lost norm cov, ion: {lost[0]:.6f}, {lost[1]:.6f}")
    print(f"Inverse-overlap cov, ion: {inv[0]:.4f}, {inv[1]:.4f}")
    print(f"Excited-state Chirgwin-Coulson cov, ion: "
          f"{cc_excited[0]:.4f}, {cc_excited[1]:.4f}")

# The standard basis is ordinary; the diffuse one has a negative weight.
normal, diffuse = results[STANDARD_ZETA], results[0.7]
assert normal["cc"].min() > 0 and normal["excited"].min() > 0
assert diffuse["cc"][1] < 0 and diffuse["excited"][0] < 0
assert diffuse["c"][1] < 0 < diffuse["projection"][1]
assert diffuse["energy"] > normal["energy"]

# Exchange the CI amplitudes: the sign must follow the overlap.
swap_diffuse = ionic_weight_from_amplitudes(
    diffuse["S"], normal["C"], normal["D"])
swap_normal = ionic_weight_from_amplitudes(
    normal["S"], diffuse["C"], diffuse["D"])
assert swap_diffuse < 0 < swap_normal
print("--- Chirgwin-Coulson ionic weight, amplitudes exchanged ---")
print(f"Overlap of 0.70, amplitudes of 1.24: {swap_diffuse:.4f}")
print(f"Overlap of 1.24, amplitudes of 0.70: {swap_normal:.4f}")


def ionic_cc(zeta):
    _, _, S, _, X = solve(R, zeta)
    return weights(S, X[:, 0])[0][1]


threshold = brentq(ionic_cc, 0.7, STANDARD_ZETA, xtol=1e-11)
for zeta in np.linspace(0.7, STANDARD_ZETA, 12):
    assert (ionic_cc(zeta) < 0) == (zeta < threshold)
_, _, S, E, X = solve(R, threshold)
cc, low, inv, _ = weights(S, X[:, 0])
assert abs(X[1, 0]) < 1e-7 and inv[1] < 1e-10
assert abs(low[1] - (1 - np.sqrt(1 - S[0, 1] ** 2)) / 2) < 1e-6
print("--- Threshold where the ionic coefficient vanishes ---")
print(f"Slater exponent: {threshold:.4f} per bohr")
print(f"Structure overlap: {S[0, 1]:.5f}; energy: {E[0]:.5f} hartree")
print(f"Lowdin ionic weight there: {low[1]:.4f}")

# Treat the two ionic configurations as separate structures.
_, _, S2, E2, X2 = solve(R, STANDARD_ZETA)
_, _, S3, E3, X3 = solve(R, STANDARD_ZETA, SPLIT)
two, three = weights(S2, X2[:, 0]), weights(S3, X3[:, 0])
assert abs(E2[0] - E3[0]) < 1e-9
assert abs(two[0][1] - three[0][1:].sum()) < 1e-8
assert abs(two[1][1] - three[1][1:].sum()) > 1e-3
assert abs(two[2][1] - three[2][1:].sum()) > 1e-3
print("--- Total ionic weight, exponent 1.24: grouped, split ---")
for label, k in (("Chirgwin-Coulson", 0), ("Lowdin", 1),
                 ("Inverse-overlap", 2)):
    print(f"{label}: {two[k][1]:.4f}, {three[k][1:].sum():.4f}")

# Separated atoms: every scheme must return a purely covalent state.
_, _, S, _, X = solve(10.0, STANDARD_ZETA)
far = weights(S, X[:, 0])
assert all(abs(far[k][0] - 1) < 1e-3 for k in range(3))
print(f"Covalent weights at 10 bohr (same order): "
      f"{far[0][0]:.5f}, {far[1][0]:.5f}, {far[2][0]:.5f}")
print("all good")
```

Running it gives:

```
Bond length: 1.40 bohr = 0.7408 angstrom
--- Slater exponent 1.24 per bohr ---
Orbital overlap s: 0.65932; structure overlap: 0.91910
H cov-cov, ion-ion: -1.12433, -0.98150 hartree
H cov-ion: -1.09017 hartree
Energy ground, excited: -1.13728, 0.48114 hartree
Coefficients cov, ion: 0.78740, 0.22696
Sum of squared coefficients: 0.67150
Projections on cov, ion: 0.99599, 0.95066
CI amplitudes C, D: 0.99363, 0.11272
2CD: 0.22399; sqrt(1-sigma^2): 0.39402
Chirgwin-Coulson cov, ion: 0.7842, 0.2158
Lowdin cov, ion: 0.6120, 0.3880
Lost norm cov, ion: 0.096255, 0.007997
Inverse-overlap cov, ion: 0.9233, 0.0767
Excited-state Chirgwin-Coulson cov, ion: 0.2158, 0.7842
--- Slater exponent 0.70 per bohr ---
Orbital overlap s: 0.86328; structure overlap: 0.98929
H cov-cov, ion-ion: -0.86565, -0.83841 hartree
H cov-ion: -0.85164 hartree
Energy ground, excited: -0.86690, -0.02572 hartree
Coefficients cov, ion: 1.26078, -0.26436
Sum of squared coefficients: 1.65946
Projections on cov, ion: 0.99926, 0.98292
CI amplitudes C, D: 0.99375, 0.11161
2CD: 0.22182; sqrt(1-sigma^2): 0.14596
Chirgwin-Coulson cov, ion: 1.2598, -0.2598
Lowdin cov, ion: 0.6109, 0.3891
Lost norm cov, ion: 0.033867, 0.001489
Inverse-overlap cov, ion: 0.9579, 0.0421
Excited-state Chirgwin-Coulson cov, ion: -0.2598, 1.2598
--- Chirgwin-Coulson ionic weight, amplitudes exchanged ---
Overlap of 0.70, amplitudes of 1.24: -0.2673
Overlap of 1.24, amplitudes of 0.70: 0.2185
--- Threshold where the ionic coefficient vanishes ---
Slater exponent: 0.8726 per bohr
Structure overlap: 0.97601; energy: -1.02548 hartree
Lowdin ionic weight there: 0.3911
--- Total ionic weight, exponent 1.24: grouped, split ---
Chirgwin-Coulson: 0.2158, 0.2158
Lowdin: 0.3880, 0.4464
Inverse-overlap: 0.0767, 0.1065
Covalent weights at 10 bohr (same order): 1.00000, 1.00000, 1.00000
all good
```
